# Long-Wavelength Plasmon Dispersion from Lindhard Response, part 2

We seek the frequency $\omega$ of the collective oscillation (plasmon) of a uniform electron gas at small wavevector $\mathbf q$, with $q=|\mathbf q|$. In $\omega^2(q)=\omega_p^2+Cq^2+O(q^4)$ the coefficient has the form

$$
C=\beta v_F^2 , \tag{3}
$$

with $\beta$ a pure number still to be found.

The electrons are non-relativistic, unpolarized and at zero temperature, against a rigid neutralizing background. They have mass $m$, charge $-e$ with $e>0$, and number density $n=k_F^3/3\pi^2$, where $k_F$ is the Fermi wavevector. The Fermi velocity is $v_F=\hbar k_F/m$, the Fermi energy $E_F=mv_F^2/2$, and the plasma frequency is given by $\omega_p^2=ne^2/\varepsilon_0m$. We use SI units.

An electron of wavevector $\mathbf k$ has energy $E_{\mathbf k}=\hbar^2k^2/2m$, and $f_{\mathbf k}$ is 1 for $k<k_F$ and 0 otherwise. The density change $\delta n_q=\chi_0U_q$ follows the total potential energy $U_q$, the sum of the external $U_q^{\rm ext}$ and the electrons' own average field (random-phase approximation). The Lindhard response function is

$$
\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}} , \tag{10}
$$

where $\omega$ stands for $\omega+i\eta$ with $\eta\to0^+$. The total potential energy and the dielectric function $\varepsilon$ are

$$
U_q=U_q^{\rm ext}+\frac{e^2}{\varepsilon_0q^2}\,\delta n_q , \tag{11}
$$

$$
U_q=\frac{U_q^{\rm ext}}{\varepsilon},\qquad
\varepsilon(q,\omega)=1-\frac{e^2}{\varepsilon_0q^2}\chi_0(q,\omega). \tag{12}
$$

The plasmon is the zero of $\varepsilon$ above the continuum of electron-hole pairs, which ends at $\omega_{\rm edge}=qv_F+a$, with the recoil frequency $a=\hbar q^2/2m$. Let $x$ be the direction of $\mathbf q$, $v_x$ the electron velocity along it, and $\langle\cdots\rangle$ the average over the filled Fermi sphere. For small $q$,

$$
\varepsilon=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{3q^2\langle v_x^2\rangle}{\omega^2}+\frac{5q^4\langle v_x^4\rangle}{\omega^4}+\frac{a^2}{\omega^2}+O(q^6)\right], \tag{20}
$$

$$
\langle v_x^2\rangle=\frac35\cdot\frac13v_F^2=\frac{v_F^2}{5},\qquad
\langle v_x^4\rangle=\frac37\cdot\frac15v_F^4=\frac{3v_F^4}{35}. \tag{22}
$$

**The plasmon frequency.** We insert (22) in (20), set $\varepsilon=0$ and multiply by $\omega^2$:

$$
\omega^2=\omega_p^2+\frac{\omega_p^2}{\omega^2}\,\frac35v_F^2q^2+\frac{\omega_p^2}{\omega^4}\,\frac37v_F^4q^4+\frac{\omega_p^2}{\omega^2}\,a^2+O(q^6). \tag{23}
$$

The unknown $\omega$ also stands on the right, but there it is multiplied by powers of $q$, so (23) can be solved by iteration. To order $q^2$ we may put $\omega=\omega_p$ on the right, which gives

$$
\boxed{\;\omega^2(q)=\omega_p^2+\frac35v_F^2q^2+O(q^4)\;} \tag{24}
$$

and $\beta=3/5$ in (3). For the next order we use (24) in the second term of (23), where

$$
\frac{\omega_p^2}{\omega^2}=1-\frac{3v_F^2q^2}{5\omega_p^2}+O(q^4).
$$

This adds $-(9/25)v_F^4q^4/\omega_p^2$. In the last two terms $\omega=\omega_p$ is sufficient. Since $3/7-9/25=(75-63)/175=12/175$,

$$
\omega^2=\omega_p^2+\frac35v_F^2q^2+\left[\frac{\hbar^2}{4m^2}+\frac{12}{175}\frac{v_F^4}{\omega_p^2}\right]q^4+O(q^6). \tag{25}
$$

As a test, the zeros of $\varepsilon$ were found with $\chi_0$ integrated from (10), at the density $n$ of the example below and at $0.1n$ and $10n$. The coefficient of $q^2$, taken from the zeros at $q=0.02k_F$ and $0.04k_F$, came out as 0.600000, 0.600000 and 0.599999 times $v_F^2$ at $0.1n$, $n$ and $10n$. At density $n$ the $q^4$ coefficient was $0.4253\,v_F^2/k_F^2$, against 0.4243 from (25); the difference comes from the next order in $q$.

For energies we take the square root of (24). With $\sqrt{1+y}\approx1+y/2$ and $v_F^2=2E_F/m$,

$$
\hbar\omega\approx\hbar\omega_p+\alpha\,\frac{\hbar^2q^2}{m},\qquad
\alpha=\frac35\,\frac{E_F}{\hbar\omega_p}. \tag{26}
$$

**Why three fifths and not one third.** The low-frequency compressibility of the gas leads to $v_F^2/3$ where (24) has $3v_F^2/5$. The difference lies in how the gas is compressed. At order $q^2$ recoil plays no part, so a classical kinetic equation suffices. Let $f(x,v,t)$ be the distribution of velocities along $x$, and $F$ the force on an electron:

$$
\partial_tf+v\,\partial_xf+\frac Fm\,\partial_vf=0. \tag{27}
$$

We multiply by $1$, $mv$ and $mv^2$ and integrate over $v$. Let $u$ be the mean velocity and $P=m\int(v-u)^2f\,dv$ the pressure along $x$, with equilibrium value $P_0=nm\langle v_x^2\rangle$. To first order in the disturbance,

$$
\begin{aligned}
\partial_t\delta n+n\,\partial_xu&=0,\\
mn\,\partial_tu+\partial_x\delta P&=nF,\\
\partial_t\delta P+3P_0\,\partial_xu+\partial_xQ&=0 .
\end{aligned} \tag{28}
$$

The factor 3 arises because $v^3=(u+w)^3$, with $w=v-u$, contains $3uw^2$. The heat flow $Q=m\int w^3f\,dv$ is driven by gradients. It is smaller by a factor of order $qv_F/\omega$, and its own gradient brings another such factor, so it changes $\omega^2$ at order $q^4$. Without $Q$, the first and third equations give $\delta P=3P_0\,\delta n/n$.

The first equation also gives $u=\omega\,\delta n/(nq)$, and by (11) the force amplitude is $F=-iq\,e^2\delta n/(\varepsilon_0q^2)$. The second equation then yields

$$
\omega^2=\omega_p^2+\frac{3P_0}{nm}q^2=\omega_p^2+3\langle v_x^2\rangle q^2, \tag{29}
$$

which is (24). The wave compresses the gas along $x$ faster than electrons can carry the disturbance across a wavelength. Without collisions, the motion across $x$ takes no share of the compression energy.

A slow disturbance, with $\omega\ll qv_F$, leaves the gas in local equilibrium. Its pressure is then isotropic and proportional to $n^{5/3}$, so $\delta P=\frac53P_0\,\delta n/n$, and $\frac53\cdot\frac15=\frac13$. The same Lindhard function shows this. At $\omega=0$ and small $q$, the fraction in (10) tends to the derivative of the filling with respect to energy. The filling drops from 1 to 0 at $E_F$, so this derivative is $-\delta(E_{\mathbf k}-E_F)$, and the integral gives minus the number of states per energy and volume at $E_F$: $\chi_0=-dn/dE_F$. Since $n\propto E_F^{3/2}$, this equals $-3n/(2E_F)=-3n/(mv_F^2)$, and (12) becomes

$$
\varepsilon(q\to0,0)=1+\frac{\omega_p^2}{\frac13v_F^2q^2}. \tag{30}
$$

The value of this coefficient found from (10) at $q=0.02k_F$ is 0.33334.

**An electron gas at the density of a resist.** Poly(methyl methacrylate), PMMA, is a classic electron-beam resist. Its repeat unit C$_5$H$_8$O$_2$ has 40 valence electrons and a molar mass of 100.12 g/mol. With a rough mass density of 1.19 g/cm³,

$$
n=\frac{1.19}{100.12}\times6.022\times10^{23}\times40\ \text{cm}^{-3}=286.3\ \text{nm}^{-3}.
$$

A free-electron gas of this density has $k_F=(3\pi^2n)^{1/3}=20.39$ nm⁻¹, $v_F=2.36\times10^6$ m/s, $E_F=15.84$ eV and $\omega_p=3.019\times10^{16}$ rad/s, or $\hbar\omega_p=19.87$ eV. Equation (26) gives $\alpha=0.6\times15.84/19.87=0.478$. These digits belong to the model at the stated density: a change of 0.01 g/cm³ in the mass density moves $\hbar\omega_p$ by about 0.08 eV and $E_F$ by about 0.09 eV.

At $q=5$ nm⁻¹ the ratio $qv_F/\omega_p$ is 0.391. The law (24) then gives $19.87\sqrt{1+0.6\times0.391^2}=20.76$ eV. Other wavevectors compare as follows, in eV:

| $q$ (nm⁻¹) | zero of $\varepsilon$ | law (24) | with $q^4$ term |
|---|---|---|---|
| 2 | 20.02 | 20.01 | 20.02 |
| 5 | 20.80 | 20.76 | 20.80 |
| 8 | 22.35 | 22.08 | 22.31 |
| 12 | 26.13 | 24.56 | 25.58 |

At 12 nm⁻¹ the law is 6% low in the energy, but it misses a quarter of the rise above 19.87 eV. The plasmon meets the pair continuum at 14.22 nm⁻¹, or $0.697k_F$, with an energy of 29.8 eV. There the law gives 26.2 eV.

**Why the rise matters for a slow electron.** Consider an electron with a kinetic energy of 80 eV, measured from the band bottom. In exposure by extreme-ultraviolet light, a photon of about 92 eV lifts a valence electron to at least 92 eV above the band bottom, so 80 eV stands for an electron that has already lost some energy. Its wavevector is $k=45.82$ nm⁻¹. If it gives up momentum $\hbar\mathbf q$, its energy loss is largest when $\mathbf q$ is parallel to $\mathbf k$:

$$
\Delta E_{\max}(q)=\frac{\hbar^2}{2m}(2kq-q^2). \tag{31}
$$

This loss vanishes at $q=0$, so the electron cannot excite the plasmon there. Excitation becomes possible where (31) reaches $\hbar\omega(q)$. With $\hbar^2/2m=E_F/k_F^2=0.0381$ eV nm², this happens at $q=6.66$ nm⁻¹, since $0.0381\times(2\times45.82\times6.66-6.66^2)=21.6$ eV. The zero of $\varepsilon$ at this wavevector is 21.55 eV, and the law (24) gives 21.42 eV. A plasmon fixed at 19.87 eV would be reached at 6.10 nm⁻¹. In this model the dispersion thus raises the smallest plasmon loss of the electron by 1.7 eV. A faster electron reaches the plasmon at a smaller $q$, where the rise is smaller.

**What the model omits.** Equation (24) treats the valence electrons as free. To size their binding, give each a restoring force with frequency $\omega_0$ and a damping rate $\gamma$. The equation of motion in a field $\mathcal E$, $m(\ddot x+\gamma\dot x+\omega_0^2x)=-e\mathcal E$, leads at $q=0$ to

$$
\varepsilon=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega}. \tag{32}
$$

For weak damping the loss peak lies at $\sqrt{\omega_p^2+\omega_0^2}$. Setting $\hbar\omega_0$ to a rough absorption edge of 5 eV moves the peak from 19.87 to 20.5 eV. Fitting $\omega_0$ to a rough refractive index of 1.49, through $1.49^2=1+\omega_p^2/\omega_0^2$, gives $\hbar\omega_0=18.0$ eV and a peak at 26.8 eV. Both estimates give the oscillator the same total strength $\omega_p^2$ and differ only in where they place it. The first puts all of it at the absorption edge, which would make the refractive index $\sqrt{1+(19.87/5)^2}=4.1$. The much smaller index of 1.49 requires most of the strength to lie well above the edge. A single oscillator always raises the peak, but strength spread over several frequencies need not. Strength that lies above the peak acts as a background dielectric constant and lowers it. With half of $\omega_p^2$ at 13 eV and half at 62 eV the index is again $\sqrt{1+197.4/13^2+197.4/62^2}=1.49$, and for weak damping the main loss peak lies near 18.9 eV, below the free-electron value. Damping lowers the peak: a rough width $\hbar\gamma=15$ eV without binding puts the peak of $\mathrm{Im}(-1/\varepsilon)$ at 18.5 eV.

Exchange and correlation change the coefficient of $q^2$ itself. In a static local approximation they add $f\,\delta n_q$ to the potential energy (11), with $f$ a constant. The condition for a free oscillation becomes $1=(e^2/\varepsilon_0q^2+f)\chi_0$. At leading order $\chi_0=nq^2/(m\omega^2)$, so $\omega_p^2$ is replaced by $\omega_p^2+nfq^2/m$, and

$$
C=\frac35v_F^2+\frac{nf}{m}. \tag{33}
$$

In the local-density approximation the added term is $-0.105\,v_F^2$, of which exchange gives $-0.098\,v_F^2$. Within this static approximation the coefficient falls by 17%, to $0.495\,v_F^2$, and the zeros of the modified $\varepsilon$ agree with (33). The true $f$ depends on frequency, and at the plasmon frequency the added term can differ considerably from its static value. The 17% is therefore only a rough guide to the size of the effect. Temperature is negligible here: at 300 K, $k_BT/E_F=1.6\times10^{-3}$, and at fixed density $\langle v_x^2\rangle$ changes only by the fraction $(5\pi^2/12)(k_BT/E_F)^2=1.1\times10^{-5}$.

**Beside the real resist.** Energy-loss spectra of organic polymers such as PMMA show a broad maximum at roughly 20 eV, close to the free-electron value. This closeness does not validate the model, because binding and damping both move the peak. A single bound oscillator raises it by 0.6 or 7 eV in the two estimates above, a split of the strength that gives the same index can lower it, and damping lowers it by about 1.4 eV when there is no binding. These estimates fix neither the size nor the sign of the net shift. A resist is an insulator, so its electrons are not free. The resulting shift of the peak is uncertain and may be smaller or larger than the 1.7 eV by which dispersion moves it at the threshold of the 80 eV electron. The loss width is also much larger than that rise. For a resist, (24) therefore gives the scale of the loss and the upward trend with $q$ expected of nearly free valence electrons, and not a predicted spectrum. The numerical output that follows lists most of the computed values.

## Computed results

```
mass density (rough input) = 1.19 g/cm3
molar mass of repeat unit = 100.12 g/mol
valence electrons per unit = 40
electron density = 286.3 nm^-3
Fermi wavevector = 20.39 nm^-1
Fermi velocity = 2.3605e+06 m/s
Fermi energy = 15.84 eV
plasma frequency = 3.0187e+16 rad/s
plasmon energy at q=0 = 19.87 eV
single-electron response, relative error = 1.5e-06
moments <vx^2>/vF^2, <vx^4>/vF^4 = 1/5, 3/35
q^2 coefficient / vF^2 at 0.1 n = 0.600000
q^2 coefficient / vF^2 at 1 n = 0.600000
q^2 coefficient / vF^2 at 10 n = 0.599999
q^4 coefficient (vF^2/kF^2), from zeros = 0.4253
q^4 coefficient (vF^2/kF^2), formula = 0.4243
static coefficient / vF^2 = 0.33334
alpha formula, from zeros = 0.4783, 0.4784
q (nm^-1): Lindhard zero, q^2 law, with q^4 term (eV)
2: 20.016, 20.015, 20.016
5: 20.800, 20.761, 20.798
8: 22.351, 22.079, 22.307
12: 26.125, 24.564, 25.582
continuum entry wavevector = 14.22 nm^-1
continuum entry wavevector / kF = 0.697
plasmon energy there, Lindhard = 29.80 eV
plasmon energy there, q^2 law = 26.22 eV
electron kinetic energy (input) = 80 eV
electron wavevector = 45.82 nm^-1
smallest q, with dispersion = 6.66 nm^-1
smallest q, without dispersion = 6.10 nm^-1
plasmon energy at smallest q, Lindhard = 21.55 eV
plasmon energy at smallest q, q^2 law = 21.42 eV
LDA exchange change of q^2 coefficient / vF^2 = -0.0983
LDA exchange-correlation change / vF^2 = -0.1047
q^2 coefficient / vF^2 with LDA kernel, zeros = 0.4953
binding energy from absorption edge (rough) = 5.0 eV
loss peak with that binding = 20.49 eV
refractive index (rough input) = 1.49
binding energy from index = 17.99 eV
loss peak with that binding = 26.80 eV
loss width (rough input) = 15 eV
loss peak with width, no binding = 18.46 eV
kT/E_F at 300 K = 1.63e-03
(kT/E_F)^2 at 300 K = 2.7e-06
```
